# Inverting the finite-element PAW overlap, and the cost of Chebyshev filtering: test program

```python
# Result under test: for the finite-element PAW overlap S = M + P Delta P^T with a
# diagonal Gauss-Lobatto mass matrix M,
#     S^-1 = M^-1 - M^-1 P G Delta P^T M^-1,  G = (1 + Delta B)^-1,  B = P^T M^-1 P,
# and one Chebyshev filter step costs, per state,
#     N (3p+4) + 3 sum_a m_a n_a + 2 nP^2   multiply-adds (box-shaped cells).
# N: nodes, p: polynomial degree, m_a: nodes carrying the projectors of atom a,
# n_a: projectors of atom a, nP: all projectors, P: integrals of basis function
# times projector, Delta: augmentation overlaps, D: nonlocal energies.
# Hartree atomic units throughout.
import itertools
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh
from scipy.sparse import csr_matrix
from scipy.special import beta, eval_chebyt

rng = np.random.default_rng(7)


def lobatto(p):
    """Nodes, weights, derivative matrix, inverse Legendre Vandermonde matrix."""
    top = np.zeros(p + 1)
    top[p] = 1.0
    inner = np.sort(np.real(leg.legroots(leg.legder(top))))
    x = np.concatenate(([-1.0], inner, [1.0]))
    w = 2.0 / (p * (p + 1) * leg.legval(x, top) ** 2)
    vinv = np.linalg.inv(leg.legvander(x, p))
    deriv = leg.legvander(x, p - 1) @ leg.legder(np.eye(p + 1)) @ vinv
    return x, w, deriv, vinv


def exact_element_mass(p):
    vinv = lobatto(p)[3]
    g, gw = leg.leggauss(p + 2)
    f = leg.legvander(g, p) @ vinv
    return f.T @ (gw[:, None] * f)


def line_mesh(p, cells, length):
    """Periodic line: node positions, lumped mass, stiffness, exact mass."""
    x, w, d, _ = lobatto(p)
    h = length / cells
    n = p * cells
    pos, lumped = np.zeros(n), np.zeros(n)
    stiff, exact = np.zeros((n, n)), np.zeros((n, n))
    ke = d.T @ (w[:, None] * d) * 2 / h
    me = exact_element_mass(p) * h / 2
    for c in range(cells):
        idx = (c * p + np.arange(p + 1)) % n
        pos[idx[:-1]] = c * h + (x[:-1] + 1) * h / 2
        lumped[idx] += w * h / 2
        stiff[np.ix_(idx, idx)] += ke
        exact[np.ix_(idx, idx)] += me
    return pos, lumped, stiff, exact


def box_kinetic(p, cells, length):
    """3D mass and kinetic matrices assembled cell by cell with nodal quadrature."""
    _, w, d, _ = lobatto(p)
    h = length / cells
    n = p * cells
    one = np.eye(p + 1)
    w3 = np.kron(w, np.kron(w, w)) * (h / 2) ** 3
    grads = [np.kron(d, np.kron(one, one)), np.kron(one, np.kron(d, one)),
             np.kron(one, np.kron(one, d))]
    ke = sum(0.5 * (2 / h) ** 2 * g.T @ (w3[:, None] * g) for g in grads)
    mass, kin = np.zeros(n ** 3), np.zeros((n ** 3, n ** 3))
    for cx, cy, cz in itertools.product(range(cells), repeat=3):
        ix, iy, iz = [(c * p + np.arange(p + 1)) % n for c in (cx, cy, cz)]
        idx = ((ix[:, None, None] * n + iy[None, :, None]) * n + iz).ravel()
        mass[idx] += w3
        kin[np.ix_(idx, idx)] += ke
    return mass, kin


def count_entries(a):
    return int(np.sum(np.abs(a) > 1e-11 * np.abs(a).max()))


def projector_values(px, py, pz, center, rc):
    """Two s and three p projectors with unit norm, zero outside radius rc."""
    x, y, z = [(q - c) / rc for q, c in zip((px, py, pz), center)]
    r2 = x ** 2 + y ** 2 + z ** 2
    f = np.where(r2 < 1, 1 - r2, 0.0) ** 3

    def radial(m):  # integral of t^(2m) (1-t^2)^6 over 0..1
        return 0.5 * beta(m + 0.5, 7)
    vol = 4 * np.pi * rc ** 3
    ns, nt, npp = vol * radial(1), vol * radial(3), vol * radial(2) / 3
    return [f / np.sqrt(ns), r2 * f / np.sqrt(nt)] + [
        u * f / np.sqrt(npp) for u in (x, y, z)]


def projector_matrix(p, cells, length, centers, rc, nq):
    """Integrals of basis function times projector, nq Gauss points per cell side."""
    vinv = lobatto(p)[3]
    g, gw = leg.leggauss(nq)
    f = leg.legvander(g, p) @ vinv
    h, n = length / cells, p * cells
    t, q = np.zeros((cells * nq, n)), np.zeros(cells * nq)
    for c in range(cells):
        rows = slice(c * nq, (c + 1) * nq)
        t[rows, (c * p + np.arange(p + 1)) % n] = f * (gw * h / 2)[:, None]
        q[rows] = c * h + (g + 1) * h / 2
    gx, gy, gz = np.meshgrid(q, q, q, indexing="ij")
    cols = []
    for center in centers:
        for v in projector_values(gx, gy, gz, center, rc):
            a = np.tensordot(v, t, axes=(2, 0))      # x y k
            a = np.tensordot(a, t, axes=(1, 0))      # x k j
            a = np.tensordot(a, t, axes=(0, 0))      # k j i
            cols.append(a.transpose(2, 1, 0).ravel())
    return np.array(cols).T


def small_inverse(delta, b):
    return np.linalg.inv(np.eye(len(b)) + delta @ b)


def augmented_inverse(mass, proj, delta):
    q = proj / mass[:, None]
    g = small_inverse(delta, proj.T @ q)
    return np.diag(1 / mass) - q @ (g @ delta) @ q.T


def is_positive(a):
    try:
        np.linalg.cholesky(a)
        return True
    except np.linalg.LinAlgError:
        return False


# ---- lumped mass differs from the exact one by a rank-one term per 1D element
for deg in range(1, 8):
    x, w, _, _ = lobatto(deg)
    wl = w * leg.legval(x, [0] * deg + [1])
    gamma = deg * (deg + 1) / (2 * (2 * deg + 1))
    gap = np.diag(w) - exact_element_mass(deg)
    assert np.allclose(gap, gamma * np.outer(wl, wl), atol=1e-12)

# ---- eigenvalue order with lumped mass, against a plane-wave reference
k = np.arange(-20, 21)
pw = np.diag(k ** 2 / 2.0) + 0.5 * (np.eye(41, k=1) + np.eye(41, k=-1))
reference = np.linalg.eigvalsh(pw)[0]


def lumped_error(p, cells):
    pos, m, kmat, _ = line_mesh(p, cells, 2 * np.pi)
    a = 0.5 * kmat + np.diag(m * np.cos(pos))
    s = 1 / np.sqrt(m)
    return abs(np.linalg.eigvalsh(s[:, None] * a * s)[0] - reference)


orders = {}
for deg in (2, 3):
    orders[deg] = np.log2(lumped_error(deg, 10) / lumped_error(deg, 20))
    assert orders[deg] > 2 * deg - 0.5

# ---- model system
p, cells, length, rc = 4, 3, 9.0, 1.5
centers = [(2.9, 4.5, 4.5), (6.1, 4.5, 4.5)]
well = 3.0
mass, kinetic = box_kinetic(p, cells, length)
N = len(mass)
line, line_mass, line_stiff, line_exact = line_mesh(p, cells, length)
X, Y, Z = [a.ravel() for a in np.meshgrid(line, line, line, indexing="ij")]
potential = np.zeros(N)
for c in centers:
    dist2 = sum((q - u - length * np.round((q - u) / length)) ** 2
                for q, u in zip((X, Y, Z), c))
    potential -= well * np.exp(-dist2)
delta_atom = np.diag([-0.4, 0.2, 0.2, 0.2, 0.2])
delta_atom[0, 1] = delta_atom[1, 0] = 0.1
d_atom = np.diag([0.3, 0.2, 0.1, 0.1, 0.1])
d_atom[0, 1] = d_atom[1, 0] = -0.1
delta, D = np.kron(np.eye(2), delta_atom), np.kron(np.eye(2), d_atom)
P = projector_matrix(p, cells, length, centers, rc, 20)
nP, na = P.shape[1], len(delta_atom)

# basis functions sum to one, so a column sum is the integral of the projector
s_integral = 4 * np.pi * rc ** 3 * 0.5 * beta(1.5, 4)
s_norm = np.sqrt(4 * np.pi * rc ** 3 * 0.5 * beta(1.5, 7))
assert abs(P[:, 0].sum() / (s_integral / s_norm) - 1) < 1e-3

# ---- inverse against dense inversion, also for a singular Delta
S = np.diag(mass) + P @ delta @ P.T
Sinv = np.linalg.inv(S)
inverse_error = np.abs(augmented_inverse(mass, P, delta) - Sinv).max()
inverse_error /= np.abs(Sinv).max()
assert inverse_error < 1e-10
delta_sing = delta.copy()
for i in (2, 3, 4, 7, 8, 9):
    delta_sing[i, i] = 0.0
rank_sing = np.linalg.matrix_rank(delta_sing)
assert rank_sing < nP
product = (np.diag(mass) + P @ delta_sing @ P.T) @ augmented_inverse(
    mass, P, delta_sing)
singular_error = np.abs(product - np.eye(N)).max()
assert singular_error < 1e-9

# ---- positivity of S decided by the small matrix Delta B
B = P.T @ (P / mass[:, None])
mu = np.sort(np.linalg.eigvals(delta @ B).real)
t_star = -1 / mu[0]
root = 1 / np.sqrt(mass)
scaled_aug = root[:, None] * (P @ delta @ P.T) * root
assert mu[0] > -1 and is_positive(np.eye(N) + scaled_aug)
assert is_positive(np.eye(N) + 0.999 * t_star * scaled_aug)
assert not is_positive(np.eye(N) + 1.001 * t_star * scaled_aug)

# ---- coupling between atoms whose spheres do not overlap
P_nodal = np.array([v * mass for c in centers
                    for v in projector_values(X, Y, Z, c, rc)]).T
P_fine = projector_matrix(p, 2 * cells, length, centers, rc, 10)
lm = line_mesh(p, 2 * cells, length)[1]
mass_fine = np.kron(lm, np.kron(lm, lm))
B_nodal = P_nodal.T @ (P_nodal / mass[:, None])
B_fine = P_fine.T @ (P_fine / mass_fine[:, None])
coupling = [np.abs(b[:na, na:]).max() for b in (B_nodal, B, B_fine)]
assert coupling[0] == 0 and coupling[1] > 1e-6 and coupling[2] < coupling[1]
assert abs(B_fine[0, 0] - 1) < abs(B[0, 0] - 1)


def atomwise_residual(proj):
    """Relative residual when interatomic blocks of B are dropped in the inverse."""
    q = proj / mass[:, None]
    b = (proj.T @ q) * np.kron(np.eye(2), np.ones((na, na)))
    x = q - q @ (small_inverse(delta, b) @ delta @ (q.T @ proj))
    res = mass[:, None] * x + proj @ (delta @ (proj.T @ x)) - proj
    return np.linalg.norm(res) / np.linalg.norm(proj)


res_nodal, res_accurate = atomwise_residual(P_nodal), atomwise_residual(P)
assert res_nodal < 1e-12 and res_accurate > 1e-7

# ---- fused Chebyshev operator and filter against the full eigenproblem
H_loc = kinetic + np.diag(mass * potential)
H = H_loc + P @ D @ P.T
eps, U = eigh(H, S)
block = 8
low, high = eps[block], 1.01 * eps[-1]
mid, half = (low + high) / 2, (high - low) / 2
A_dense = (H_loc - mid * np.diag(mass)) / mass[:, None] * 2 / half
A_dense[np.abs(A_dense) < 1e-12 * np.abs(A_dense).max()] = 0
A = csr_matrix(A_dense)
Q = P / mass[:, None]
G = small_inverse(delta, B)
E1, E2 = G @ (D - mid * delta) * 2 / half, G @ delta


def fused(v):
    z = A @ v
    return z + Q @ (E1 @ (P.T @ v) - E2 @ (P.T @ z))


def chebyshev_filter(v, degree):
    old, new = v, 0.5 * fused(v)
    for _ in range(degree - 1):
        old, new = new, fused(new) - old
    return new


start = rng.standard_normal((N, block))
direct = Sinv @ (H @ start - mid * (S @ start)) * 2 / half
fused_error = np.linalg.norm(fused(start) - direct) / np.linalg.norm(direct)
assert fused_error < 1e-10
degree = 20
gains = eval_chebyt(degree, (eps - mid) / half)
spectral = U @ (gains[:, None] * (U.T @ (S @ start)))
filtered = chebyshev_filter(start, degree)
filter_error = np.linalg.norm(filtered - spectral) / np.linalg.norm(spectral)
assert filter_error < 1e-8
assert np.abs(gains[block:]).max() < 1 + 1e-8

V, history = start, []
for _ in range(5):
    V = np.linalg.qr(chebyshev_filter(V, degree))[0]
    ritz, C = eigh(V.T @ H @ V, V.T @ S @ V)
    V = V @ C
    history.append(abs(ritz[0] - eps[0]))
assert history[-1] < 1e-8
without_aug = eigh(root[:, None] * H * root, eigvals_only=True,
                   subset_by_index=[0, 0])[0]
assert abs(without_aug - eps[0]) > 1e-4

# ---- operation counts from the assembled matrices
for deg in (2, 3, 4):
    kin = kinetic if deg == p else box_kinetic(deg, cells, length)[1]
    assert count_entries(kin) == len(kin) * (3 * deg + 4)
assert A.nnz == N * (3 * p + 4)
full_kin = (np.kron(line_stiff, np.kron(line_exact, line_exact))
            + np.kron(line_exact, np.kron(line_stiff, line_exact))
            + np.kron(line_exact, np.kron(line_exact, line_stiff)))
full_row = count_entries(full_kin) / N
assert 5 * (3 * p + 4) < full_row <= (p + 2) ** 3
support = []
for a, c in enumerate(centers):
    rows = np.abs(P[:, a * na:(a + 1) * na]).max(axis=1) > 1e-14
    side = length / cells
    touched = [np.ceil((u + rc) / side) - np.floor((u - rc) / side) for u in c]
    assert rows.sum() == np.prod([t * p + 1 for t in touched])
    support.append(int(rows.sum()))
local_cost = N * (3 * p + 4)
proj_cost = 3 * sum(m * na for m in support)
small_cost = 2 * nP ** 2
total = local_cost + proj_cost + small_cost
cell_dense = cells ** 3 * (p + 1) ** 6

print(f"box side {length} bohr, cells per side {cells}, degree p = {p}")
print(f"nodes N = {N}")
print(f"atom centres {centers} bohr")
print(f"augmentation radius {rc} bohr, distance {centers[1][0]-centers[0][0]:.1f} bohr")
print(f"well: -{well} exp(-r^2) hartree per atom, r in bohr")
print(f"projectors per atom {na}, in all {nP}")
print(f"Delta s block {delta_atom[:2, :2].tolist()}, p channels {delta_atom[2, 2]}")
print(f"D s block {d_atom[:2, :2].tolist()} hartree, p {d_atom[2, 2]} hartree")
print(f"1D lumped-mass eigenvalue order, p=2: {orders[2]:.2f}")
print(f"1D lumped-mass eigenvalue order, p=3: {orders[3]:.2f}")
print(f"relative error of inverse formula {inverse_error:.1e}")
print(f"singular Delta: rank {rank_sing} of {nP}, residual {singular_error:.1e}")
print(f"B for first s projector {B[0, 0]:.5f}, halved cells {B_fine[0, 0]:.5f}")
print(f"B between the two s projectors of one atom {B[0, 1]:.5f}")
print(f"eigenvalues of Delta B: lowest {mu[0]:.5f}, highest {mu[-1]:.5f}")
print(f"Delta scale at which S loses positivity {t_star:.4f}")
print(f"interatomic B, nodal projector integrals {coupling[0]:.1e}")
print(f"interatomic B, accurate integrals {coupling[1]:.3e}")
print(f"interatomic B, accurate integrals, halved cells {coupling[2]:.3e}")
print(f"atomwise inverse residual, nodal {res_nodal:.1e}")
print(f"atomwise inverse residual, accurate {res_accurate:.3e}")
print(f"relative error of fused operator {fused_error:.1e}")
print(f"lowest eigenvalue {eps[0]:.6f} hartree")
print(f"lowest eigenvalue if S is replaced by M {without_aug:.6f} hartree")
print(f"highest eigenvalue {eps[-1]:.3f} hartree")
print(f"unwanted interval {low:.4f} to {high:.3f} hartree")
print(f"filter degree {degree}, block of {block} states")
print(f"filter gain of lowest state {gains[0]:.4e}")
print(f"relative error of filter against spectral sum {filter_error:.1e}")
for i, err in enumerate(history, 1):
    print(f"lowest eigenvalue error after cycle {i}: {err:.1e} hartree")
print(f"kinetic entries per row, nodal quadrature {count_entries(kinetic)/N:.2f}")
print(f"kinetic entries per row, full integration {full_row:.2f}")
print(f"nodes carrying projectors, per atom {support}")
print(f"local part {local_cost} multiply-adds per state and step")
print(f"projector part {proj_cost} multiply-adds")
print(f"small matrices {small_cost} multiply-adds")
print(f"total {total} multiply-adds, {total/N:.2f} per node")
print(f"projector part if H and S^-1 act in turn {proj_cost*4//3} multiply-adds")
print(f"local part with dense cell matrices {cell_dense} multiply-adds")
print("checks complete")
```

Output:

```
box side 9.0 bohr, cells per side 3, degree p = 4
nodes N = 1728
atom centres [(2.9, 4.5, 4.5), (6.1, 4.5, 4.5)] bohr
augmentation radius 1.5 bohr, distance 3.2 bohr
well: -3.0 exp(-r^2) hartree per atom, r in bohr
projectors per atom 5, in all 10
Delta s block [[-0.4, 0.1], [0.1, 0.2]], p channels 0.2
D s block [[0.3, -0.1], [-0.1, 0.2]] hartree, p 0.1 hartree
1D lumped-mass eigenvalue order, p=2: 4.05
1D lumped-mass eigenvalue order, p=3: 6.00
relative error of inverse formula 3.8e-16
singular Delta: rank 4 of 10, residual 2.2e-15
B for first s projector 0.90124, halved cells 0.99846
B between the two s projectors of one atom 0.80501
eigenvalues of Delta B: lowest -0.12255, highest 0.15247
Delta scale at which S loses positivity 8.1597
interatomic B, nodal projector integrals 0.0e+00
interatomic B, accurate integrals 5.965e-03
interatomic B, accurate integrals, halved cells 2.854e-04
atomwise inverse residual, nodal 1.5e-16
atomwise inverse residual, accurate 4.570e-04
relative error of fused operator 4.3e-16
lowest eigenvalue -0.392721 hartree
lowest eigenvalue if S is replaced by M -0.400854 hartree
highest eigenvalue 30.544 hartree
unwanted interval 0.3487 to 30.850 hartree
filter degree 20, block of 8 states
filter gain of lowest state 2.4918e+02
relative error of filter against spectral sum 1.7e-14
lowest eigenvalue error after cycle 1: 1.0e-02 hartree
lowest eigenvalue error after cycle 2: 1.9e-07 hartree
lowest eigenvalue error after cycle 3: 6.6e-12 hartree
lowest eigenvalue error after cycle 4: 7.8e-16 hartree
lowest eigenvalue error after cycle 5: 6.7e-16 hartree
kinetic entries per row, nodal quadrature 16.00
kinetic entries per row, full integration 216.00
nodes carrying projectors, per atom [225, 225]
local part 27648 multiply-adds per state and step
projector part 6750 multiply-adds
small matrices 200 multiply-adds
total 34598 multiply-adds, 20.02 per node
projector part if H and S^-1 act in turn 9000 multiply-adds
local part with dense cell matrices 421875 multiply-adds
checks complete
```
